# Uncompensated resistance on the axis of an equipotential disk electrode

**Question**

I am plating copper onto a polished copper plate covered by an insulating mask with one round opening, 10 mm in radius. The plate forms the floor of the cell, the counter electrode is far above it, and my reference probe comes down on the axis of the opening. The bath conductivity is roughly 0.05 S/cm and the average current density is 20 mA/cm².

I want the uncompensated resistance between the disk and the probe. I first treated the electrolyte as a straight column, which gives $z/(\kappa\pi a^2)$ for a probe at height $z$. That grows without limit, yet my measured ohmic drop levels off as I raise the probe. I understand that the current spreads out, but I don't know how to get the potential on the axis, because the current density on the disk isn't uniform and I don't know it in advance.

If I take the disk as equipotential, what is the resistance as a function of $z$, and at what height is it half its remote value?

**Answer**

The column fails because it keeps all the current within the cross-section of the disk. The unknown current density can be found from the condition that the disk is equipotential, and the axial potential then follows from one integral.

**Assumptions and signs**

Let the disk have radius $a$ and lie flush in a wide insulating plane. The electrolyte above has uniform conductivity $\kappa$, and the counter electrode is at infinity, where $\phi=0$. "Equipotential" means that the solution just outside the disk has a single potential $V$. A metal at one potential does not guarantee this: the overpotential across the interface must also be uniform or negligible.

I let current flow out of the disk, so that $V$ and the total current $I$ are positive. In plating both change sign, and their ratio does not. For an ideal point probe, define

$$R_u(z)=\frac{V-\phi(z)}{I}.$$

This is the ohmic part alone. The measured electrode potential also contains the interfacial overpotential.

**Finding the current density**

A small surface element emits current $i\,dA$. The plane around it is insulating, so this current spreads over hemispheres of area $2\pi d^2$, where $d$ is the distance from the element. The field is $i\,dA/(2\pi\kappa d^2)$, and integrating it inward from infinity gives

$$d\phi=\frac{i\,dA}{2\pi\kappa d}.$$

The flow from each element runs along the plane at every other surface point, so adding elements leaves the insulator free of normal current and leaves the local density on the disk equal to $i$.

Try the density

$$i(r)=\frac{C}{\sqrt{a^2-r^2}}.$$

To find the potential at a point $P$ inside the disk, use polar coordinates $(s,\theta)$ centred on $P$. The area element is $s\,ds\,d\theta$ and the distance is $s$, so the factors of $s$ cancel:

$$\phi(P)=\frac{C}{2\pi\kappa}\int d\theta\int\frac{ds}{\sqrt{a^2-r^2}}.$$

Join each ray to the opposite one to make a full chord, with signed distance $s$ running from $s_1<0$ to $s_2>0$. Along the chord, $a^2-r^2$ is a quadratic in $s$ with leading term $-s^2$, and it vanishes at both ends. Therefore

$$a^2-r^2=(s_2-s)(s-s_1).$$

Put $s=\tfrac12(s_1+s_2)+h\sin t$, with $h=\tfrac12(s_2-s_1)$. The product becomes $h^2\cos^2t$ and $ds=h\cos t\,dt$, so

$$\int_{s_1}^{s_2}\frac{ds}{\sqrt{(s_2-s)(s-s_1)}}=\int_{-\pi/2}^{\pi/2}dt=\pi.$$

Every chord gives the same value, wherever $P$ lies. Since each chord already includes two opposite rays, the directions cover an angle $\pi$, not $2\pi$. The double integral is $\pi^2$, and

$$V=\frac{C\pi^2}{2\pi\kappa}=\frac{\pi C}{2\kappa}.$$

The trial density does make the disk equipotential. It is also the only solution with finite potential. The difference $w$ of two solutions would vanish on the disk, have no normal derivative on the insulator, and fall off at least as fast as $1/d$. The volume integral of $|\nabla w|^2$ equals a boundary integral of $w\,\partial w/\partial n$. That integral vanishes on the disk, on the insulator and at infinity. The edge adds nothing either: there the gradient grows as the inverse square root of the distance, while the area of a small tube around the edge shrinks in proportion to its radius. Hence $w=0$.

The total current is

$$I=\int_0^a\frac{2\pi Cr\,dr}{\sqrt{a^2-r^2}}
=2\pi C\left[-\sqrt{a^2-r^2}\right]_0^a=2\pi Ca.$$

Dividing $V$ by $I$ gives the remote resistance:

$$R_u(\infty)=\frac{V}{I}=\frac{1}{4\kappa a}.$$

**Potential on the axis**

A ring of radius $r$ is at distance $\sqrt{r^2+z^2}$ from the probe, so

$$\phi(z)=\frac{C}{\kappa}\int_0^a
\frac{r\,dr}{\sqrt{a^2-r^2}\sqrt{r^2+z^2}}.$$

Set $u=\sqrt{a^2-r^2}$. Then $r\,dr=-u\,du$ and $r^2+z^2=a^2+z^2-u^2$. The minus sign reverses the limits:

$$\phi(z)=\frac{C}{\kappa}\int_0^a\frac{du}{\sqrt{a^2+z^2-u^2}}
=\frac{C}{\kappa}\arcsin\frac{a}{\sqrt{a^2+z^2}}
=\frac{C}{\kappa}\arctan\frac{a}{z}.$$

The last form comes from a right triangle with legs $a$ and $z$. Now subtract from $V=(C/\kappa)(\pi/2)$, using $\pi/2-\arctan(a/z)=\arctan(z/a)$, and divide by $I=2\pi Ca$:

$$\boxed{R_u(z)=\frac{\arctan(z/a)}{2\pi\kappa a}}$$

Half the remote value requires $\arctan(z/a)=\pi/4$. The arctangent increases steadily, so there is one solution:

$$\boxed{z_{1/2}=a}$$

Within this model the half-distance depends on neither conductivity nor current.

As a test, the density was also found numerically on 240 rings from the equipotential condition, without assuming the inverse square root. It gave $I/(\kappa aV)=4.00000$ and $z_{1/2}/a=1.00000$.

**Where the column goes wrong**

For $z\ll a$, $\arctan(z/a)\approx z/a$, and

$$R_u\approx\frac{z}{2\pi\kappa a^2}.$$

This is half your column value. The density at the centre is $C/a=I/(2\pi a^2)$, half the average $I/(\pi a^2)$, because the current crowds towards the edge. The column is therefore wrong by a factor of two even close to the disk.

For $z\gg a$, $\arctan(z/a)\approx\pi/2-a/z$, so

$$R_u\approx\frac{1}{4\kappa a}-\frac{1}{2\pi\kappa z}.$$

The approach to the plateau is slow. Reaching 90% needs $z=a\tan(0.45\pi)$, about $6.3a$.

**Your numbers**

The area is 3.14 cm², so $I=20\times3.14=62.8$ mA. With $a=1$ cm,

$$R_u(\infty)=\frac{1}{4(0.05)(1)}=5.0\ \Omega,$$

and the remote ohmic drop is $62.8\ \mathrm{mA}\times5.0\ \Omega=314$ mV. At 10 mm the values are 2.5 Ω and 157 mV.

| Probe height (mm) | $R_u$ (Ω) | Ohmic drop (mV) |
|---:|---:|---:|
| 1 | 0.32 | 20 |
| 3 | 0.93 | 58 |
| 10 | 2.50 | 157 |
| 30 | 3.98 | 250 |
| 100 | 4.68 | 294 |

**What finite kinetics change**

The opposite limit is a uniform current density $i$, approached when the interface resists current much more than the solution does. The same ring integral then gives

$$\phi(z)=\frac{i}{\kappa}\int_0^a\frac{r\,dr}{\sqrt{r^2+z^2}}
=\frac{i}{\kappa}\left(\sqrt{a^2+z^2}-z\right).$$

The solution at the disk surface is no longer equipotential, so I measure the drop from its centre, where $\phi(0)=ia/\kappa$. With $I=\pi a^2i$, the centre-to-remote resistance is $1/(\pi\kappa a)$, which is $4/\pi$ times the equipotential value. Half the drop is reached when $\phi(z)=\phi(0)/2$. With $x=z/a$,

$$\sqrt{1+x^2}=x+\tfrac12
\quad\Rightarrow\quad 1+x^2=x^2+x+\tfrac14
\quad\Rightarrow\quad x=\tfrac34.$$

To place your cell between the limits, take Tafel kinetics with a rough transfer coefficient $\alpha=0.5$ at 25 °C. The overpotential rises by $b=R_gT/(\alpha F)=51.4$ mV for each factor of $e$ in current density ($R_g$ is the gas constant). In magnitudes, the uniform metal potential requires $\phi(r)+b\ln i(r)$ to be constant over the disk. The Wagner number compares the two effects:

$$\mathrm{Wa}=\frac{\kappa b}{a\,i_{\rm avg}}
=\frac{0.05\times0.0514}{1\times0.020}\approx0.13.$$

Solving this condition numerically, with the same average current and a remote counter electrode, gives a centre-to-remote resistance of 5.5 Ω and a half-distance of 9.0 mm. Both differ from the equipotential values by about 10%. They assume an exchange current density well below the local current density: with an anodic transfer coefficient of 1.5, an exchange current density of 5 mA/cm² changes them by less than 1%, while 15 mA/cm² moves them to 5.3 Ω and 9.3 mm. They describe the steady potential in the solution. If you measure the ohmic drop by interrupting the current, the immediate jump still follows the equipotential formula: the voltage across the interface cannot change instantly, so the solution potential changes by the same amount everywhere on the disk. The current density is 0.66 of the average at the centre and 2.6 times the average at the edge.

**How this compares with a real bath**

The conductivity is a rough value for a low-acid copper sulfate bath. Strongly acidic baths conduct several times better; at fixed current density, radius and $b$, that raises Wa and makes the equipotential assumption worse. Additives can also change $b$. For your numbers in a cell much wider than the disk, kinetics are the largest of the effects on the half-distance considered here.

A real counter electrode also limits how remote the probe can be. For a dome of radius $L=150$ mm, the open-space potentials at its top and rim differ by only 0.2%, so the formula remains a good approximation inside it. The resistance to the dome height is 4.8 Ω. Half of that is reached where $\arctan(z/a)=\tfrac12\arctan(L/a)$, at 9.4 mm. This shift is calculated without the kinetic one. Insulating side walls matter more. Once the probe is higher than about the cell radius, the current fills the cell as a column and the resistance rises linearly again, with no plateau. For an equipotential disk and a flat counter electrode at 150 mm, a cell of radius 100 mm gives 4.9 Ω at $z=100$ mm and reaches half the drop to the counter electrode at 10.8 mm; a cell of radius 50 mm gives about 6.1 Ω and 21.5 mm. Up to $z=a$ the formula still holds to about 1% in both cells.

Copper depletion matters most at the edge. For rough values of diffusivity $D=6\times10^{-6}$ cm²/s, concentration $c=0.60$ mol/L and diffusion-layer thickness $\delta=50$ µm, and ignoring migration, the limiting current density is $2FDc/\delta=139$ mA/cm². The average surface depletion is then $20/139=14\%$, and the edge density found above, which ignores depletion, gives an upper estimate of 37% there. The resulting concentration overpotential is not in the calculation above. It grows with local current, so it too favours a more uniform distribution.

Two geometric corrections are smaller than the kinetic effect. A mask 50 µm thick adds about 0.03 Ω if the current through the recess is uniform, which is a lower bound, and about 0.06 Ω for the equipotential disk, whose current crowds towards the edge. Model the probe tip as an insulating sphere of radius 0.5 mm that senses the potential at its lowest point. With that point at 10 mm, the sphere lowers the measured resistance by about 0.04 Ω, or 1.6% of the 2.5 Ω there. That estimate assumes a nearly uniform field around the tip and should not be carried over to a tip almost touching the disk, where it would also block current. The numerical output below lists the remaining values.

## Numbers as computed

```
Disk radius: 10.0 mm
Conductivity (rough): 0.050 S/cm
Average current density: 20.0 mA/cm2
Disk area: 3.1416 cm2
Total current: 62.83 mA
Remote uncompensated resistance: 5.0000 ohm
Remote ohmic drop: 314.2 mV
Half-value probe height: 10.000 mm
Resistance at that height: 2.5000 ohm
Drop there: 157.1 mV
Height for 90 percent: 63.14 mm
At 1 mm: R_u 0.3173 ohm, drop 19.9 mV
At 3 mm: R_u 0.9277 ohm, drop 58.3 mV
At 30 mm: R_u 3.9758 ohm, drop 249.8 mV
At 100 mm: R_u 4.6827 ohm, drop 294.2 mV
Ring test, total current/(kappa a V): 4.00000
Ring test, half-distance/a: 1.00000
Ring test, largest density error r<0.9a: 0.002 %
Ring test, largest axis error/remote: 0.000 %
Near-uniform current, half-distance/a: 0.7500
Temperature: 298.15 K
Transfer coefficient (rough): 0.50
Tafel coefficient per e-fold: 51.39 mV
Wagner number: 0.1285
With kinetics, centre density/average: 0.656
With kinetics, edge density/average: 2.56
With kinetics, centre-to-remote R: 5.497 ohm
With kinetics, half-value height: 8.95 mm
Counter dome radius: 150 mm
Resistance to dome height: 4.7881 ohm
Half-height relative to dome value: 9.36 mm
Open-space potential spread on dome: 0.222 %
Copper diffusivity (rough): 6.0e-06 cm2/s
Copper concentration (rough): 0.60 mol/L
Diffusion layer (rough): 50 um
Limiting current density: 138.9 mA/cm2
Average surface depletion: 14.4 %
Edge depletion estimate: 36.9 %
Diffusion-layer resistance: 0.0318 ohm
Its depletion change, estimate: 0.0046 ohm
Mask thickness: 50 um
Mask-recess resistance, estimate: 0.0318 ohm
Probe tip radius: 0.50 mm
Probe-tip disturbance at half-height: 0.0398 ohm
```
